# Effective carbonyl stretching couplings by block elimination of a Hessian

## What goes wrong

A computed Hessian of a metal carbonyl contains every coordinate, whereas a discussion of its CO stretching band wants one force constant per ligand and one coupling per pair. The obvious reduction deletes all other rows and columns. An apparently better one lets the other coordinates relax, which gives a Schur complement. For CO frequencies the relaxation makes matters worse. In the pentacarbonyl model below, deletion in the mass-weighted basis defined below puts the CO levels 0.5 to 1.3 cm$^{-1}$ too low, and static relaxation puts them 9 to 33 cm$^{-1}$ too low, both relative to full diagonalization of the same Hessian.

The reason is that the eliminated coordinates in this model are slower than the CO stretches and cannot follow them. Elimination at the CO frequency has the opposite sign to static relaxation, and it can be condensed into one small symmetric matrix with the correct eigenvalues.

## Coordinates and blocks

Let $F$ be the Cartesian Hessian at a minimum, $M$ the diagonal mass matrix and $H=M^{-1/2}FM^{-1/2}$. Its eigenvalues are $\lambda=\omega^2$. Atomic units are used, with wavenumbers for the levels.

For ligand $i$ let the unit vector $\mathbf u_i$ point from C to O. In mass-weighted displacements $\mathbf q=\sqrt m\,\mathbf x$ the bond stretch is

$$r_i=\mathbf u_i\cdot\left(\frac{\mathbf q_{O}}{\sqrt{m_O}}-\frac{\mathbf q_{C}}{\sqrt{m_C}}\right).$$

Its gradient has squared length $1/m_O+1/m_C=1/\mu$. The unit vector along it is therefore

$$s_i=\sqrt\mu\left(-\frac{\mathbf u_i}{\sqrt{m_C}},\ \frac{\mathbf u_i}{\sqrt{m_O}}\right)$$

on C and O, and zero elsewhere. Different ligands share no atoms, so the $s_i$ are orthonormal. An amplitude $p_i$ along $s_i$ stretches the bond by $r_i=p_i/\sqrt\mu$. A matrix element $A_{ij}$ in this basis thus corresponds to a force constant $\mu A_{ij}$.

Collect the $s_i$ in $P$ and complete them with any orthonormal $Q$. Then

$$H=\begin{pmatrix}A&B\\B^T&D\end{pmatrix}.$$

Deletion means keeping $A=P^THP$. Other retained vectors would define another deletion. Keeping only the CO block of a valence force field, divided by $\mu$, is a different reduction that is not bounded by the exact levels; in the pentacarbonyl model below its levels range from 30 cm$^{-1}$ too low to 0.2 cm$^{-1}$ too high.

A rigid translation $\mathbf t$ gives $r_i=\mathbf u_i\cdot(\mathbf t-\mathbf t)=0$. A rotation gives $r_i\propto\mathbf u_i\cdot(\boldsymbol\omega\times\mathbf u_i)=0$. The zero modes therefore lie entirely in $Q$.

Assume that the lowest eigenvalue $a_{\min}$ of $A$ exceeds the highest eigenvalue $d_{\max}$ of $D$. The $k$-th highest eigenvalue of $H$ is the maximum, over $k$-dimensional subspaces, of the smallest Rayleigh quotient in the subspace. Using the span of $P$ shows that $n$ eigenvalues are at least $a_{\min}$. Any $(n+1)$-dimensional subspace contains a vector orthogonal to $P$, whose quotient is at most $d_{\max}$, so the next eigenvalue is at most $d_{\max}$. The CO band is thus well defined.

## Elimination at the right frequency

With CO amplitudes $p$ and other amplitudes $y$, the eigenvalue equations are

$$Ap+By=\lambda p,\qquad B^Tp+Dy=\lambda y.$$

For $\lambda>d_{\max}$ the second gives $y=(\lambda-D)^{-1}B^Tp$. The first becomes

$$H_{\rm eff}(\lambda)\,p=\lambda p,\qquad H_{\rm eff}(\lambda)=A+B(\lambda-D)^{-1}B^T.$$

No root is lost, because

$$(\lambda-H)\begin{pmatrix}1&0\\(\lambda-D)^{-1}B^T&1\end{pmatrix}=\begin{pmatrix}\lambda-H_{\rm eff}(\lambda)&-B\\0&\lambda-D\end{pmatrix},$$

and the triangular factor has determinant one. Hence $\det(\lambda-H)=\det(\lambda-D)\det(\lambda-H_{\rm eff}(\lambda))$.

Static relaxation instead minimizes

$$V=\tfrac12\left(p^TAp+2p^TBy+y^TDy\right)$$

over $y$, so $Dy=-B^Tp$. If $Dz=0$, then $(0,z)$ has zero energy. Since $H$ has no negative eigenvalue, it is a zero mode, and $Bz=0$. The equation is therefore solvable with the pseudo-inverse, $y=-D^+B^Tp$. The last two terms of $2V$ become $-2p^TBD^+B^Tp+p^TBD^+B^Tp$, so

$$V=\tfrac12p^TSp,\qquad S=A-BD^+B^T.$$

The matrix $\mu S$ holds the relaxed stretching force constants. They answer a static question: what a slow, imposed CO stretch costs.

Let $d_j$ be an eigenvalue of $D$ and $\beta_j$ the product of $B$ with its eigenvector. The two corrections to $A$ are

$$\sum_j\frac{\beta_j\beta_j^T}{\lambda-d_j}\quad\text{(dynamic)},\qquad-\sum_{d_j>0}\frac{\beta_j\beta_j^T}{d_j}\quad\text{(static)}.$$

A coordinate driven above its own frequency responds with the opposite sign to its static response. For each $j$ with $d_j>0$ the static term is $(\lambda-d_j)/d_j$ times the dynamic one in size, so it is the larger of the two when $\lambda>2d_j$. Static elimination becomes right in the other limit, where slow coordinates are kept and fast ones removed. For $\lambda$ far below every $d_j$ with nonzero $\beta_j$, $H_{\rm eff}(\lambda)\approx S-\lambda B(D^+)^2B^T$, so $\|D^+B^T\|^2\ll1$ is needed as well. Since $BD^+B^T\le A$, it is sufficient, though not necessary, that the eigenvalues of $A$ lie far below those $d_j$. A small $\lambda$ alone is not enough: $A=D=1$, $B=0.99$ gives $S=0.0199$ against $\lambda=0.0100$.

The ordering of the levels follows. Restricting the maximum over subspaces to the span of $P$ can only lower it, so each deleted level is at or below its exact partner. Since $p^TSp\le p^TAp$, each static level is at or below the deleted one.

## One matrix for the whole band

$H_{\rm eff}$ changes from level to level, so it gives no single set of couplings. Put the $n$ highest orthonormal eigenvectors of $H$ into the columns of

$$V_n=\begin{pmatrix}U\\Y\end{pmatrix},\qquad HV_n=V_n\Lambda.$$

The square matrix $U$ is invertible. If $Uc=0$ for some $c\neq0$, then $V_nc$ would lie in $Q$ with Rayleigh quotient at most $d_{\max}$, although every vector of the CO band has at least $a_{\min}$. Define $X=YU^{-1}$. Multiplying the eigenvalue equation by $U^{-1}$ from the right gives

$$H\begin{pmatrix}1\\X\end{pmatrix}=\begin{pmatrix}1\\X\end{pmatrix}T,\qquad T=U\Lambda U^{-1}.$$

The upper row is $T=A+BX$. The lower row is

$$B^T+DX=X(A+BX).$$

$T$ has the right eigenvalues but is generally not symmetric. Let $G=1+X^TX$. Orthonormality, $V_n^TV_n=1$, reads $U^TGU=1$, so $R=G^{1/2}U$ is orthogonal. Therefore

$$C=G^{1/2}(A+BX)G^{-1/2}=R\Lambda R^T$$

is symmetric and has exactly the CO eigenvalues of $H$. The effective couplings are $\mu C_{ij}$.

Any orthogonal matrix in place of $R$ would also reproduce the eigenvalues, so the choice needs a reason. With the singular value decomposition $U=L\Sigma Z^T$, an orthogonal $R'$ satisfies

$$\|R'-U\|_F^2=n+\mathrm{tr}\,\Sigma^2-2\,\mathrm{tr}(\Sigma Z^TR'^TL).$$

The diagonal elements of the orthogonal matrix $Z^TR'^TL$ are at most one, so the distance is smallest for $R'=LZ^T$. Because $U=G^{-1/2}R$ is a polar decomposition, this is the same $R$. The model eigenvectors are thus the orthonormal set closest to the true CO amplitudes.

The size of $X$ is controlled by the gap. Let $\sigma>0$ be its largest singular value, with unit vectors obeying $Xv=\sigma w$ and $X^Tw=\sigma v$. Write $a=v^TAv$, $\delta=w^TDw$ and $b=v^TBw$. Taking $w^T(\cdots)v$ of the equation for $X$ gives $b+\sigma\delta=\sigma a+\sigma^2b$, or

$$b(1-\sigma^2)=\sigma(a-\delta)>0.$$

The vector $(v,\sigma w)$ lies in the CO band and $(-\sigma v,w)$ in its orthogonal complement. The first has the larger Rayleigh quotient, which requires $(1-\sigma^2)(a-\delta)+4\sigma b>0$. This excludes $\sigma>1$ with $b<0$, so $\sigma<1$ and

$$\frac{2\sigma}{1-\sigma^2}=\frac{2b}{a-\delta}\le\frac{2\|B\|}{a_{\min}-d_{\max}}.$$

## Algorithm

```
input: F, masses, CO atom pairs
H = M^(-1/2) F M^(-1/2)
build P from the vectors s_i; Q = orthonormal complement
A = P'HP;  B = P'HQ;  D = Q'HQ
stop unless min eig(A) > max eig(D)
X = 0
repeat
    solve  Xnew (A + B X) - D Xnew = B'
    change = max |Xnew - X|;  X = Xnew
until change < tolerance; stop with error if too many sweeps
G = 1 + X'X
C = G^(1/2) (A + B X) G^(-1/2)
stop with error unless min eig(C) > max eig(D)
return mu*C, eigenvalues of C, norm of X
```

Each sweep is a linear Sylvester equation. To estimate convergence, insert $X+E$ for the old iterate and $X+E'$ for the new one and subtract the converged equation. To first order in the errors,

$$E'T-DE'=-XBE.$$

For small $X$, $T$ is close to $A$, and the inverse of the left-hand operation has norm at most about $1/(a_{\min}-d_{\max})$. The error shrinks per sweep by about $\|X\|\|B\|/(a_{\min}-d_{\max})$ or better. This is a local estimate, not a guarantee. With strong coupling and a small gap the iteration from $X=0$ can converge slowly, fail, or settle on another invariant subspace of $H$. Such a subspace contains an eigenvalue at or below $d_{\max}$, which the final test on $C$ detects.

If all eigenvectors of $H$ are affordable, the iteration is unnecessary: take the upper block $U$, form $R=LZ^T$, and set $C=R\Lambda R^T$. Dense diagonalization costs of order $N^3$ operations for $N$ Cartesian coordinates. The Sylvester route also needs of order $N^3$ operations, to diagonalize $D$ once; each sweep then costs of order $Nn^2$.

## A version with one linear solve

For a large complex that satisfies the gap condition $a_{\min}>d_{\max}$, choose $\lambda_0$ as the mean of the diagonal elements of $A$ that belong to CO stretches, which is $\mathrm{tr}A/n$ when nothing else is retained, and compute $W=(\lambda_0-D)^{-1}B^T$. Use the columns of $(1;W)$ as trial vectors. Their overlap is $1+N_0$ with $N_0=W^TW$. The projected Hessian is $A+2BW+W^TDW$. Since $DW=\lambda_0W-B^T$, the last term is $\lambda_0N_0-BW$, and the levels follow from

$$(A+BW+\lambda_0N_0)v=\lambda(1+N_0)v.$$

This is a Rayleigh–Ritz problem, so its levels cannot exceed the exact ones. It is also $H_{\rm eff}$ linearized about $\lambda_0$. For one eigenvalue $d$ of $D$, the neglected part is

$$\frac1{\lambda-d}-\frac1{\lambda_0-d}+\frac{\lambda-\lambda_0}{(\lambda_0-d)^2}=\frac{(\lambda-\lambda_0)^2}{(\lambda-d)(\lambda_0-d)^2}.$$

The error is quadratic in the distance from $\lambda_0$. The matrix $\lambda_0-D$ is positive definite, so conjugate gradients can find $W$ from Hessian–vector products, with $1-PP^T$ applied before and after each product.

## A square-pyramidal pentacarbonyl

The model M(CO)$_5$ has masses 50, 12 and 16 u for M, C and O, right angles between neighbouring ligands, and M–C and C–O lengths of 3.6 and 2.2 bohr. Its round parameters represent no particular metal. In $E_h/a_0^2$, the stretching constants are 1.10 for equatorial CO, 1.05 for apical CO and 0.15 for M–C. Every CO/CO pair interacts with 0.012 and trans M–C pairs with 0.03. The M–C/CO interaction is 0.03 within a ligand and $-0.005$ between trans ligands. The bending energy is $\frac12(0.15)\cos^2\theta$ for each neighbouring C–M–C angle and $\frac12(0.10)\sin^2\phi$ for each M–C–O angle, in $E_h$.

Call the stretching blocks $F_{CO}$, $F_{MC}$ and $F_x$, the last with M–C rows and CO columns. A unit CO stretch along $s_i$ moves C toward the metal by $\gamma=\mu/m_C=16/28$. The M–C stretches are then $-\gamma r$, and no angle changes to first order. Hence

$$\mu A=F_{CO}+\gamma^2F_{MC}-\gamma(F_x+F_x^T).$$

The equatorial diagonal element is $1.10+0.04898-0.03429=1.1147$, and the trans coupling is $0.012+0.00980+0.00571=0.0275$.

In static relaxation the M–C stretches adjust to $-F_{MC}^{-1}F_xr$, which gives $\mu S=F_{CO}-F_x^TF_{MC}^{-1}F_x$. Subtraction and completion of the square give

$$\mu(A-S)=g^TF_{MC}^{-1}g,\qquad g=F_x-\gamma F_{MC}.$$

If $g=0$, then $BD^+B^T=0$. The CO stretches decouple from the rest, and deletion is exact in this model.

Numerical diagonalization gives these levels in cm$^{-1}$:

| Mode | Static | Deleted | Exact |
|---|---:|---:|---:|
| $A_1$, mainly equatorial | 2094.7 | 2124.8 | 2126.0 |
| $B_1$ | 2044.3 | 2075.8 | 2077.1 |
| $E$ (twofold) | 2038.0 | 2046.8 | 2047.4 |
| $A_1$, mainly apical | 1999.9 | 2020.4 | 2021.6 |

"Exact" refers to this harmonic model. The highest level of $D$ is at 559 cm$^{-1}$. At the lowest CO level, $(\lambda-d)/d\ge(2022/559)^2-1\approx12$, so the static correction is at least about twelve times the dynamic one, with the wrong sign.

The static shifts differ between modes mainly because $g$ does; the change of $F_{MC}$ partly offsets this. When trans ligands stretch in phase, $F_{MC}$ acts as 0.18 and $F_x$ as 0.025, so $\mu(A-S)=(0.025-0.1029)^2/0.18=0.034$. Out of phase, as in $E$, the values are 0.12 and 0.035, and the result is only 0.009.

The effective constants in $E_h/a_0^2$ are:

| Element | Static | Deleted | Eliminated |
|---|---:|---:|---:|
| Equatorial diagonal | 1.0932 | 1.1147 | 1.1157 |
| Apical diagonal | 1.0440 | 1.0647 | 1.0659 |
| Cis, equatorial | 0.0120 | 0.0120 | 0.0120 |
| Trans | 0.0154 | 0.0275 | 0.0279 |

The eliminated trans coupling is 43.4 N/m. For the $E$ pair the constant is $1.1157-0.0279=1.0878$. With $\mu=12500$ electron masses, $\omega=\sqrt{1.0878/12500}=0.009329\,E_h$, or 2047 cm$^{-1}$.

The two $A_1$ modes show why eigenvectors matter. The upper one has 4.8% apical weight, so neither frequency belongs to one ligand type alone.

The small change of the trans coupling has two main parts. For $\lambda\gg d_j$ the correction to $A$ is $BB^T/\lambda$. The eliminated motions leave the CO lengths unchanged. They change M–C stretch $i$ by $t_i=z_i-\mathbf u_i\cdot\mathbf x_M$, where $z_i$ is the displacement of the CO centre of mass along $\mathbf u_i$ and $\mathbf x_M$ that of the metal. Their coupling energy to the CO stretches is $t^TF_xr-\gamma t^TF_{MC}r=t^Tgr$. In mass-weighted displacements this gives $\mu BB^T=g^TKg$, with $K_{ii}=1/m_{CO}+1/m_M$ and $K_{ij}=\mathbf u_i\cdot\mathbf u_j/m_M$ for $i\neq j$. Motion of the CO centres of mass therefore contributes $2g_dg_t/(m_{CO}\lambda)$, where $g_d=-0.0557$ and $g_t=-0.0221$ are the diagonal and trans elements of $g$. With $\mu\lambda\approx1.10$ this is $+0.00055$. Metal motion shortens one M–C bond and lengthens the other, so its two coupling elements have opposite signs, and it contributes $-(g_d-g_t)^2/(m_M\lambda)\approx-0.00014$. The two estimates sum to 0.00041, against the computed change of 0.00039. The remainder comes from replacing $A$ by a single $\lambda$ and from neglecting the $d_j$; the same terms shift the cis coupling by $-0.000015$. Repeating the elimination with a metal of $10^6$ u raises the coupling by 0.00016, close to this estimate of the recoil. $A$ contains no metal mass and misses the effect.

## Stability and failure modes

Here $\|B\|/\lambda_0=0.0349$, and $\lambda_0$ corresponds to 2063 cm$^{-1}$. The gap is $(2020^2-559^2)/2063^2=0.885$ in units of $\lambda_0$. The bound then gives $\|X\|\le0.039$; the computed norm is 0.036. The predicted error factor per sweep is about $0.036\times0.0349/0.885=0.0014$, and five sweeps bring the change below $10^{-12}$. The one-solve levels are low by at most 0.005 cm$^{-1}$.

A harder case is a random $12\times12$ matrix with four retained coordinates, eigenvalues of $A$ from 5 to 6, eigenvalues of $D$ from 1 to 2, and $\|B\|=1$. Here $\|X\|=0.25$ and convergence takes 11 sweeps. Deletion gives 6.00 for the highest level, against 6.13 exactly.

- **A closing gap.** A metal–hydride stretch near the CO band makes $(\lambda-D)^{-1}$ large. Such a coordinate should join the retained set. The gap condition is sufficient, not necessary, but without it the highest $n$ modes need not be the CO modes. Ligands with C–H bonds violate it, because their stretches near 3000 cm$^{-1}$ lie above the CO band. These stretches can be retained too, provided the enlarged $A$ and the reduced $D$ satisfy the condition; $C$ then describes both kinds of stretch. Bonds that share an atom, such as the C–H bonds of a methyl group or two hydrides on one metal, generally have overlapping vectors $s_i$. With their overlap matrix $O$, the columns of $P$ must then be the orthonormalized vectors $\sum_j s_j(O^{-1/2})_{ji}$. The force constants become the elements of $m^{1/2}O^{-1/2}CO^{-1/2}m^{1/2}$, where $m$ is here the diagonal matrix of the reduced masses $\mu_i$.
- **An unconverged geometry.** Away from a stationary point, rotations are generally not zero modes. At a saddle point $D$ may have negative eigenvalues; the dynamic elimination still works if the gap remains, but the static ordering can fail.
- **Soft modes.** They are harmless in $(\lambda-D)^{-1}$. In $S$ a pseudo-inverse with a numerical cutoff must separate zero modes from real soft vibrations. Projecting out the known translations and rotations first avoids the cutoff.
- **Signs.** Reversing one $s_i$ reverses its couplings. All vectors must run from C to O.
- **Isotopes.** With unequal reduced masses the force constant is $\sqrt{\mu_i\mu_j}\,C_{ij}$. These constants depend on the masses through both $A$ and $X$, so $C$ must be recomputed for each isotopologue.
